# Counting O–H bonds in an oxide from integrated infrared absorption

## The question

Amorphous In-Ga-Zn-O films contain much hydrogen, and part of it is bonded to oxygen. An O–H bond stretches at a wavenumber near 3300 cm⁻¹, where the oxide is otherwise fairly transparent, so an infrared spectrum shows a band there. How many bonds does a band of given size represent?

The peak height cannot answer this alone, because the same bonds give a low, broad band or a tall, narrow one depending on damping and disorder. The area is the useful quantity. With $\tilde\nu=1/\lambda$ the wavenumber and $\alpha$ the decay rate of intensity with depth, the result to be derived is

$$\int_0^\infty \alpha\,d\tilde\nu=\frac{Nq^2}{4\varepsilon_0\mu n c^2}. \tag{1}$$

Here $N$ is the number of O–H bonds per volume, $\mu$ their reduced mass, $n$ the refractive index of the host, taken as real and constant, and $q$ an effective charge. SI units are used, and fields vary as the real part of $e^{-i\omega t}$.

## The oscillator and its charge

Let $u$ be the change in bond length. A force $f$ on the hydrogen and $-f$ on the oxygen give $\ddot u=f/m_H+f/m_O=f/\mu$, with $\mu=m_Om_H/(m_O+m_H)$.

Take first all bonds parallel to the macroscopic field $E$. The energy per volume is

$$U=N\left(\tfrac12\mu\omega_0^2u^2-quE\right)-\tfrac12\varepsilon_0(n^2-1)E^2 .$$

Its derivatives give the force on one oscillator and the polarization:

$$-\frac1N\frac{\partial U}{\partial u}=-\mu\omega_0^2u+qE,\qquad P=-\frac{\partial U}{\partial E}=Nqu+\varepsilon_0(n^2-1)E .$$

The same $q$ appears in both, which is why the absorption contains $q^2$. It is the change of macroscopic dipole per unit stretch at fixed macroscopic field, so it includes the response of the surrounding host. It is not the ionic charge of hydrogen.

The stretch is taken with the bond's centre of mass at rest. Let $Z_H$ and $Z_O$ be the dipole changes per unit displacement when H or O alone moves along the bond. In a stretch $u$ the atoms move by $\mu u/m_H$ and $-\mu u/m_O$, so

$$q=\mu\left(\frac{Z_H}{m_H}-\frac{Z_O}{m_O}\right).$$

This equals $Z_H$ only if $Z_O=-Z_H$, which need not hold for an O–H group bonded to metal atoms.

With a damping rate $\gamma$, the equation of motion is $\mu(\ddot u+\gamma\dot u+\omega_0^2u)=qE$. Each time derivative gives a factor $-i\omega$, so

$$u=\frac{q}{\mu}\,\frac{E}{\omega_0^2-\omega^2-i\gamma\omega}.$$

Insert this in $P=\varepsilon_0(\varepsilon-1)E$:

$$\varepsilon(\omega)=n^2+\frac{\omega_p^2}{\omega_0^2-\omega^2-i\gamma\omega},\qquad \omega_p^2=\frac{Nq^2}{\varepsilon_0\mu}. \tag{2}$$

**Orientation.** A bond of charge $q_b$ at angle $\theta$ to the field feels the force $q_bE\cos\theta$, and its dipole contributes $q_bu\cos\theta$ along the field. Hence $q^2=q_b^2\langle\cos^2\theta\rangle$. In an amorphous film with no preferred bond direction, the three squared direction cosines have equal averages and sum to one, so

$$q^2=q_b^2/3 .$$

This takes the dipole change parallel to the bond. In a bent metal–O–H group it can be tilted away from the bond; the factor one third then holds with $q_b$ the magnitude of the dipole change per unit stretch. Using $q_b$ itself in (1) is correct when these dipole changes are aligned with the polarization. In an isotropic film it would give a density three times too small.

## From the dielectric function to absorption

The mean power absorbed per volume is

$$\langle E\dot P\rangle=\tfrac12\mathrm{Re}\left[E_0^*(-i\omega)\varepsilon_0(\varepsilon-1)E_0\right]=\tfrac12\omega\varepsilon_0\varepsilon_2|E_0|^2,$$

where $\varepsilon_2=\mathrm{Im}\,\varepsilon$. The intensity is $\tfrac12 n\varepsilon_0c|E_0|^2$. Their ratio is

$$\alpha=\frac{\omega\varepsilon_2}{nc}. \tag{3}$$

More generally, the complex index $\tilde n=n_r+i\kappa=\sqrt\varepsilon$ gives a field $e^{i\omega\tilde nz/c}$, whose intensity decays at the rate $\alpha=2\omega\kappa/c$. Since $\varepsilon_2=2n_r\kappa$, this equals $\omega\varepsilon_2/(n_rc)$. Equation (3) therefore replaces the actual index $n_r(\omega)$ by the constant $n$. That is the weak-absorption assumption.

## The integral

Taking the imaginary part of (2), multiplying by $\omega$, and dividing numerator and denominator by $\omega^2$ gives

$$\omega\varepsilon_2=\frac{\omega_p^2\gamma\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}
=\frac{\omega_p^2\gamma}{x^2+\gamma^2},\qquad x=\omega-\frac{\omega_0^2}{\omega}. \tag{4}$$

Define $I=\int_0^\infty\gamma\,d\omega/(x^2+\gamma^2)$. The substitution $\omega\to\omega_0^2/\omega$ changes $x$ to $-x$, exchanges the limits, and turns $d\omega$ into $-(\omega_0^2/\omega^2)\,d\omega$. Thus

$$I=\int_0^\infty\frac{\omega_0^2}{\omega^2}\frac{\gamma\,d\omega}{x^2+\gamma^2}.$$

Average the two forms of $I$ and use $dx=(1+\omega_0^2/\omega^2)\,d\omega$. As $\omega$ runs from zero to infinity, $x$ runs from $-\infty$ to $\infty$:

$$I=\frac12\int_{-\infty}^{\infty}\frac{\gamma\,dx}{x^2+\gamma^2}=\frac\pi2 .$$

No assumption about the size of $\gamma$ was needed. Equation (3) now gives $\int\alpha\,d\omega=\pi\omega_p^2/(2nc)$. Because $\omega=2\pi c\tilde\nu$, we divide by $2\pi c$:

$$\int_0^\infty\alpha\,d\tilde\nu=\frac{1}{2\pi c}\,\frac{\pi\omega_p^2}{2nc}=\frac{\omega_p^2}{4nc^2}=\frac{Nq^2}{4\varepsilon_0\mu nc^2}.$$

The factor four is thus $2\pi$ from the change of variable divided by $\pi/2$ from the line integral. Both sides have the unit of inverse length squared.

## Peak, width and finite windows

By (4), the peak lies at $x=0$, or $\omega=\omega_0$, and half the peak is reached at $x=\pm\gamma$. The positive solutions are $\omega_\pm=\sqrt{\omega_0^2+\gamma^2/4}\pm\gamma/2$, so the full width at half maximum is $\gamma$. In wavenumber it is $\Gamma=\gamma/(2\pi c)$. The peak value is $\alpha_{\rm peak}=\omega_p^2/(nc\gamma)$, and therefore

$$\int_0^\infty\alpha\,d\tilde\nu=\frac\pi2\,\alpha_{\rm peak}\Gamma. \tag{5}$$

A measured integral stops somewhere. Choose limits $a<b$ in wavenumber with $ab=\tilde\nu_0^2$. The substitution used above maps this window onto itself, and in wavenumber units $x=\pm(b-a)$ at its edges. The part of the area inside is

$$F=\frac2\pi\arctan\frac{b-a}{\Gamma}. \tag{6}$$

## What weakness is needed for

For the model (2), the total area holds even for strong absorption, provided $n$ is the background index. To see this, write $\omega=a+ib$ with $b\ge0$. Then $\mathrm{Im}(\omega^2+i\gamma\omega)=a(2b+\gamma)$ has the sign of $a$, and so has $\mathrm{Im}\,\varepsilon$. For $a=0$, $\varepsilon$ is real and positive. Hence $\varepsilon$ never meets zero or the negative real axis in the upper half plane, and $\tilde n=\sqrt\varepsilon$ is analytic there. At large $|\omega|$,

$$\tilde n\simeq n-\frac{\omega_p^2}{2n\omega^2}.$$

Integrate $\omega(\tilde n-n)$ along the real axis and back over a large upper semicircle. The total is zero. The semicircle gives $-(\omega_p^2/2n)\int d\omega/\omega=-i\pi\omega_p^2/(2n)$. On the real axis $\tilde n(-\omega)=\tilde n^*(\omega)$, so the real part of the integrand is odd and cancels, while $\omega\kappa$ is even. Hence

$$2i\int_0^\infty\omega\kappa\,d\omega=\frac{i\pi\omega_p^2}{2n}
\quad\Rightarrow\quad
\int_0^\infty\alpha\,d\omega=\frac2c\,\frac{\pi\omega_p^2}{4n}=\frac{\pi\omega_p^2}{2nc}.$$

This is the earlier area. A numerical case with $n=1.9$, $\gamma=0.12\,\omega_0$ and $\omega_p^2=4\omega_0^2$ has an index of 4.3 at line centre, so (3) fails there. Its integrated area still agrees with the formula within one part in a million.

Weakness remains necessary for (5) and (6), which use (3) at individual frequencies. It is also needed in a real host, whose index varies over the full spectrum: for a weak, isolated band one may then use the value of $n$ at the band.

The contour argument uses the high-frequency limit, which contains neither $\omega_0$ nor $\gamma$. A disordered set of sites therefore has the same total area as identical sites, with $q^2$ replaced by its average. If the more strongly hydrogen-bonded sites have larger charges, they weigh more in that average.

## If the charge is a bare one

Suppose the known charge $q_0$ belongs to a bond driven by the local field, not the macroscopic one. In the Lorentz-cavity model $E_{\rm loc}=E+P/(3\varepsilon_0)=(\varepsilon+2)E/3$. Writing $P=\varepsilon_0XE_{\rm loc}$ gives

$$y\equiv\frac X3=\frac{\varepsilon-1}{\varepsilon+2},\qquad \varepsilon=\frac{1+2y}{1-y},\qquad
\frac{d\varepsilon}{dy}=\frac{3}{(1-y)^2}=\frac{(\varepsilon+2)^2}{3}.$$

At high frequency the oscillators add $\delta y=-Nq_0^2/(3\varepsilon_0\mu\omega^2)$, so

$$\delta\varepsilon=-\left(\frac{n^2+2}{3}\right)^2\frac{Nq_0^2}{\varepsilon_0\mu\omega^2}.$$

Since $\varepsilon$ is a ratio of linear functions of $1/(\omega_0^2-\omega^2-i\gamma\omega)$, it is again a Lorentz line on the background $n^2$, with a lowered resonance. As long as the lowered $\omega_0^2$ stays positive, the area is (1) with $q^2=q_0^2[(n^2+2)/3]^2$. Here $q_0$, like $q$, is the charge along the field: for randomly oriented bonds $q_0^2$ is one third of the squared bare bond charge. For $n=1.9$ the local-field factor is 3.5. A charge already defined by the macroscopic field must not receive it again.

## Worked example: an In-Ga-Zn-O film

Take rough values: $N=5\times10^{20}$ cm⁻³, thickness $d=500$ nm, $n=1.9$, $\tilde\nu_0=3300$ cm⁻¹, $\Gamma=400$ cm⁻¹ and $q_b=0.5\,e$, with the host response included in $q_b$. Random orientation gives $q=0.5\,e/\sqrt3=0.2887\,e=4.625\times10^{-20}$ C. The reduced mass is $0.948$ u $=1.574\times10^{-27}$ kg. Then

$$\int\alpha\,d\tilde\nu=\frac{(5\times10^{26})(4.625\times10^{-20})^2}{4(8.854\times10^{-12})(1.574\times10^{-27})(1.9)(2.998\times10^8)^2}\ \mathrm{m^{-2}}
\approx1.12\times10^{8}\ \mathrm{m^{-2}},$$

or $1.12\times10^4$ cm⁻². Direct integration of the complex index gives the same area. From (5),

$$\alpha_{\rm peak}=\frac{2(1.123\times10^4)}{\pi(400)}\ \mathrm{cm^{-1}}=17.9\ \mathrm{cm^{-1}}.$$

The film has $\alpha_{\rm peak}d=17.9\times5\times10^{-5}=8.9\times10^{-4}$, a decadic absorbance of $3.9\times10^{-4}$. The peak $\kappa$ is $4.3\times10^{-4}$, far below $n$, so the line is weak.

For measured data, (1) is inverted:

$$N=\frac{4\varepsilon_0\mu nc^2}{q^2}\int\alpha\,d\tilde\nu
=(4.45\times10^{16}\ \mathrm{cm^{-1}})\int\alpha\,d\tilde\nu .$$

Replacing H by D at fixed $N$, $q$ and $n$ multiplies the area by $\mu_{OH}/\mu_{OD}=0.53$. The charge $q$ stays fixed only if $Z_O=-Z_H$; otherwise it changes with the masses, and the ratio of areas must include the change of $q^2$. The change can be large: $Z_H=0.15\,e$ and $Z_O=-0.8\,e$, for example, give $q=0.19\,e$ for O–H, $0.22\,e$ for O–D and an area ratio of 0.74.

## Corrections in the measurement

**Window and baseline.** The window from 2754 to 3954 cm⁻¹ is 1200 cm⁻¹ wide. Equation (6) gives $F=(2/\pi)\arctan3=0.795$, a loss of 20% of the area. At both edges $\alpha=\alpha_{\rm peak}/(1+3^2)=1.79$ cm⁻¹. A baseline drawn through the edges removes a further $1.79\times1200\approx2.1\times10^3$ cm⁻², or 19% of the full area. These losses belong to a Lorentzian shape; a disorder-broadened band can have weaker wings.

**Free carriers.** With carrier density $n_e$, mobility $\mu_e$ and mass $m^*$, the Drude model has $\sigma=\sigma_0/(1-i\omega\tau)$, where $\sigma_0=n_ee\mu_e$ and $\tau=\mu_em^*/e$. It adds $i\sigma/(\varepsilon_0\omega)$ to $\varepsilon$. By (3),

$$\alpha_c=\frac{\sigma_0}{n\varepsilon_0c(1+\omega^2\tau^2)}.$$

For $n_e=10^{17}$ cm⁻³, $\mu_e=10$ cm²/Vs and $m^*=0.34\,m_e$, this is 13 cm⁻¹ at the band centre, comparable with the O–H peak of 17.9 cm⁻¹. It falls from 15.8 to 10.3 cm⁻¹ across the window. A straight line between these edge values gives 13.3 cm⁻¹ at the centre, so subtracting it leaves an error there of about 0.3 cm⁻¹, 2% of the peak.

These numbers illustrate the correction; they do not predict it for a real film. The chosen mobility and mass imply a mean free path of only about 0.4 nm, shorter than the electron's wavelength, and the photon energy is about 16 times $k_BT$ at 300 K. Both lie outside the range of the classical Drude model, so the size and curvature of the background should be taken from the measured spectrum on both sides of the band.

**Reflections.** Compare transmission $T$ into thick silicon, index 3.42, with and without O–H absorption, ignoring the silicon's back surface. In a very thin film the magnetic field changes by the film's displacement current. The electric field is taken as uniform. Its change across the film is also of first order in $d$ and would replace $\varepsilon$ by $\varepsilon+n_s$ in the denominator of $t$ below, but at this order that term alters only the phase of $t$, not the absorption. With reflected and transmitted amplitudes $r$ and $t$,

$$1+r=t,\qquad 1-r=n_st-\frac{i\omega d}{c}\varepsilon t
\quad\Rightarrow\quad t=\frac{2}{1+n_s-i\omega d\varepsilon/c}.$$

To first order in $d$, the absorption changes $\ln|t|^2$ by $-2\omega\varepsilon_2d/[c(1+n_s)]$. Using $\omega\varepsilon_2=nc\alpha$,

$$\frac{-\Delta\ln T}{\alpha d}=\frac{2n}{1+n_s}=0.86 .$$

The 500 nm film has an optical phase $2\pi n d\tilde\nu_0\approx2.0$ rad, so it is outside this limit. Solving the boundary conditions at both surfaces gives 1.12 at the peak. Reading $-\Delta\ln T$ as $\alpha d$ would there overstate $\alpha$ by 12%. This factor does not hold for the whole band: the optical phase of the film varies with wavenumber, and the line also changes the real index and with it the interference in the film. The ratio is 1.33 at the lower edge of the window used above and 0.44 at the upper edge, and the area inside the window is overstated by 6%.

## Corrections in the oscillator

A real bond is anharmonic. For a dipole linear in $u$, perturbation theory for the ground state replaces the single oscillator by transitions with shares

$$f_j=\frac{2\mu(E_j-E_0)|\langle j|u|0\rangle|^2}{\hbar^2}.$$

Their sum follows from $[H,u]=-i\hbar p/\mu$ and $[u,[H,u]]=\hbar^2/\mu$. The ground-state average of the double commutator is $2\sum_j(E_j-E_0)|\langle j|u|0\rangle|^2$, so $\sum_jf_j=1$. Anharmonicity redistributes the area but does not change this total.

For a Morse bond with the same 3300 cm⁻¹ transition and a rough anharmonic constant of 90 cm⁻¹, diagonalization gives 97.3% in the fundamental and 2.6% in the first overtone. Using the fundamental alone thus understates $N$ by about 3% in this model. The figure depends on the linear dipole. For a dipole $q(u+cu^2)$, with $u$ measured from the minimum of the potential, the fundamental has 92% of the area (1) if $c=-0.5$ Å⁻¹ and 103% if $c=+0.5$ Å⁻¹, so even the sign of the error can change. At 300 K the Boltzmann factor of the first excited level is $1.3\times10^{-7}$, so the ground state suffices.

If the lattice held the oxygen rigidly, $\mu$ would become $m_H$ and $q$ would become $Z_H$. The area would fall by 6% if $Z_O=-Z_H$, and would change by a different amount otherwise.

## Use on real films

The product $\alpha d$ is proportional to thickness, so a 50 nm film of the same material has a tenth of the example's value. The measured peak value of $-\Delta\ln T$ on silicon falls a little further, to 8%, because its ratio to $\alpha d$ is 0.87 for this film instead of 1.12. The carrier background grows with the carrier density. At $10^{19}$ cm⁻³, with mobility and mass held fixed, the Drude formula would give about 1300 cm⁻¹, some seventy times the O–H peak. This figure has the limits of the earlier Drude estimate and one more: the effective density of states for this mass is about $5\times10^{18}$ cm⁻³ at 300 K, so at $10^{19}$ cm⁻³ the electrons are degenerate.

The least secure input is the charge. Since $N\propto q^{-2}$, taking $q$ 10% too large makes $N$ about 17% too small, and confusion between a bare and a macroscopic charge can cost the factor 3.5 found above. An independent hydrogen measurement can calibrate $q$ if nearly all the hydrogen in the calibration sample is in O–H bonds. The result carries over to another film only if the average of $q^2$ is the same there, which different hydrogen bonding or bond orientation can prevent. The area measures O–H bonds, not total hydrogen. Hydrogen bonded to metal atoms has its main stretching band at lower wavenumber, though a weak overtone of that stretch may overlap the O–H band.

## Table of computed values

```
GENERAL CHECKS (w0 = 1)
strong line, wp^2/w0^2: 4
strong line, index at centre (background 1.9): 4.309
strong line, area / formula: 1
spread of sites, area / formula: 1
EXAMPLE INPUTS (rough)
O-H density: 5e+20 cm^-3
film thickness: 500 nm
background index: 1.9
band centre: 3300 cm^-1
band full width at half maximum: 400 cm^-1
bond charge: 0.5 e
EXAMPLE RESULTS
orientation average of cos^2: 0.3333
effective charge q: 0.2887 e
reduced mass O-H: 0.9481 u
wp^2/w0^2: 0.0001986
area by integration: 11233.3 cm^-2
area by formula: 11233.3 cm^-2
conversion factor density/area: 4.451e+16 cm^-1
recovered density: 5e+20 cm^-3
sheet density: 2.5e+16 cm^-2
peak absorption coefficient: 17.88 cm^-1
peak alpha*d: 0.0008939
peak decadic absorbance: 0.0003882
peak extinction index kappa: 0.0004311
largest index change across band: 0.0002295
area ratio O-D / O-H: 0.53
NEGLECTED EFFECTS
density found / true if orientation ignored: 0.3333
area gain, bare charge with Lorentz local field: 3.497
window lower edge: 2754 cm^-1
window upper edge: 3954 cm^-1
part of area inside window: 0.7952
substrate index (silicon, rough): 3.42
film on substrate, peak -dlnT/(alpha d): 1.117
same ratio, very thin film: 0.8597
carrier density: 1e+17 cm^-3
carrier mobility: 10 cm^2/Vs
carrier mass: 0.34 electron masses
carrier absorption at band centre: 13 cm^-1
carrier absorption at lower edge: 15.84 cm^-1
carrier absorption at upper edge: 10.34 cm^-1
anharmonic constant (rough): 90 cm^-1
strength share of fundamental: 0.9727
strength share of first overtone: 0.02574
area ratio, rigid oxygen / free O-H: 0.9407
Boltzmann factor of first excited level, 300 K: 1.339e-07
```
